# Bond Charges and the Flat Transverse-Acoustic Branches of Silicon and Germanium: a numerical check

```python
# Result under test: the Keating model of diamond has a [100] transverse acoustic
# (TA) branch with R^2 = 1 + beta/alpha, while a chain of ions with massless bond
# charges has R^2 = (k0+g/2)/(k0+g/2+h), its boundary frequency not depending on h.
# R = (zone-boundary frequency)/(2*sound velocity/repeat length).
# alpha, beta: Keating stretch and bend constants; k0: ion-ion spring;
# g: ion-charge spring; h: charge-charge spring; phase = wavevector*repeat length.
# Hartree atomic units throughout; "stiffness" means mass*frequency^2.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

TIME = physical_constants["atomic unit of time"][0]
VELOCITY = physical_constants["atomic unit of velocity"][0]
BONDS = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]])


def keating_energy(disp, alpha, beta, quarter):
    """Nonlinear energy, one atom per (001) plane, planes moved rigidly."""
    planes = disp.shape[-2]
    r0sq = 3 * quarter**2
    total = 0.0
    for n in range(planes):
        bonds = BONDS if n % 2 == 0 else -BONDS
        vec = [quarter * b + disp[..., (n + b[2]) % planes, :] - disp[..., n, :]
               for b in bonds]
        for i in range(4):
            stretch = (vec[i]**2).sum(-1) - r0sq
            total = total + 0.5 * 3 * alpha / (8 * r0sq) * stretch**2
            for j in range(i):
                bend = (vec[i] * vec[j]).sum(-1) + r0sq / 3
                total = total + 3 * beta / (8 * r0sq) * bend**2
    return total


def keating_hessian(alpha, beta, quarter, step=1e-4):
    """Second differences of the energy on a ring of 4 cells (8 planes)."""
    unit = step * np.eye(24).reshape(24, 8, 3)
    plus = unit[:, None] + unit[None]
    minus = unit[:, None] - unit[None]
    e = [keating_energy(x, alpha, beta, quarter)
         for x in (plus, -plus, minus, -minus)]
    return (e[0] + e[1] - e[2] - e[3]) / (4 * step**2)


def keating_bloch(hessian, phase):
    blocks = hessian.reshape(4, 6, 4, 6)[0]
    return sum(blocks[:, c, :] * np.exp(1j * phase * shift)
               for c, shift in enumerate((0, 1, 2, -1)))


def keating_formula(phase, alpha, beta):
    a, b = 4 * alpha, 4 * beta
    root = np.sqrt(a * a + b * b + 2 * a * b * np.cos(phase))
    return np.array([a + b - root, a + b + root])


def chain_matrix(size, springs, phase):
    """Springs (i, j, cell shift of j, constant) -> Bloch force matrix."""
    mat = np.zeros((size, size), complex)
    for i, j, shift, k in springs:
        f = np.exp(1j * phase * shift)
        mat[i, i] += k
        mat[j, j] += k
        mat[i, j] -= k * f
        mat[j, i] -= k * np.conj(f)
    return mat


def eliminate(mat, ions):
    """Let the massless charges (indices >= ions) relax."""
    return mat[:ions, :ions] - mat[:ions, ions:] @ np.linalg.solve(
        mat[ions:, ions:], mat[ions:, :ions])


def weber_springs(k0, g, h):
    return [(0, 0, 1, k0), (0, 1, 0, g), (1, 0, 1, g), (1, 1, 1, h)]


def weber_numeric(phase, k0, g, h):
    return eliminate(chain_matrix(2, weber_springs(k0, g, h), phase), 1)[0, 0].real


def weber_formula(phase, k0, g, h):
    s = np.sin(phase / 2)**2
    return 4 * k0 * s + 2 * g * s * (g + 2 * h) / (g + 2 * h * s)


def charge_ratio(phase, k0, g, h):
    mat = chain_matrix(2, weber_springs(k0, g, h), phase)
    return abs(mat[1, 0] / mat[1, 1])


# ---- Keating crystal: full nonlinear energy against the plane-chain formula
mass, repeat, alpha, beta = 50000.0, 5.0, 0.03, 0.01
quarter = repeat / 2
pol_p = np.kron(np.eye(2), np.array([[1, 1, 0]]) / np.sqrt(2))
pol_m = np.kron(np.eye(2), np.array([[1, -1, 0]]) / np.sqrt(2))
pol_z = np.kron(np.eye(2), np.array([[0, 0, 1]]))
keating_R = None
for al, be in ((alpha, beta), (0.05, 0.004), (0.02, 0.015)):
    hess = keating_hessian(al, be, quarter)
    for phase in (0.3, 1.1, 2.0, 2.9, np.pi):
        dyn = keating_bloch(hess, phase)
        for pol in (pol_p, pol_m):
            val = np.linalg.eigvalsh(pol @ dyn @ pol.T)
            assert np.allclose(val, keating_formula(phase, al, be), atol=1e-7)
        assert abs(pol_p @ dyn @ pol_m.T).max() < 1e-7
        assert abs(pol_p @ dyn @ pol_z.T).max() < 1e-7
    small = 0.05
    low = np.linalg.eigvalsh(pol_p @ keating_bloch(hess, small) @ pol_p.T)[0]
    top = np.linalg.eigvalsh(pol_p @ keating_bloch(hess, np.pi) @ pol_p.T)[0]
    r_sq = top / (4 * low / small**2)
    assert abs(r_sq / (1 + be / al) - 1) < 1e-3 and r_sq > 1
    assert abs(low / small**2 / (2 * al * be / (al + be)) - 1) < 1e-3
    assert abs(top / (8 * be) - 1) < 1e-5
    if keating_R is None:
        keating_R = np.sqrt(r_sq)

# ---- Bond-charge chain: elimination against the dispersion formula
tiny = 1e-3
for k0, g, h in ((0.0, 0.02, 0.02), (0.004, 0.03, 0.07), (-0.003, 0.02, 0.01)):
    for phase in np.linspace(0.1, np.pi, 9):
        assert np.isclose(weber_numeric(phase, k0, g, h),
                          weber_formula(phase, k0, g, h), rtol=1e-10)
        s = np.sin(phase / 2)**2
        ratio = charge_ratio(phase, k0, g, h)
        assert np.isclose(ratio, g * np.cos(phase / 2) / (g + 2 * h * s), atol=1e-12)
        dh = 1e-5
        slope_h = (weber_numeric(phase, k0, g, h + dh)
                   - weber_numeric(phase, k0, g, h - dh)) / (2 * dh)
        assert abs(slope_h - 4 * s * ratio**2) < 1e-5
    elastic = weber_numeric(tiny, k0, g, h) / tiny**2
    assert abs(elastic / (k0 + g / 2 + h) - 1) < 1e-5
    assert np.isclose(weber_numeric(np.pi, k0, g, h), 4 * k0 + 2 * g)

# ---- Real-space springs between ions left by the charges, on an explicit ring
k0, g, h = 0.0, 0.02, 0.02
N = 40
ring = []
for n in range(N):
    m = (n + 1) % N
    ring += [(n, N + n, 0, g), (N + n, m, 0, g), (N + n, N + m, 0, h)]
ring_matrix = chain_matrix(2 * N, ring, 0.0).real
effective = eliminate(ring_matrix, N)
decay = (g + h - np.sqrt(g * g + 2 * g * h)) / h
ion_springs = -effective[0, 1:13]
order = np.arange(1, 13)
assert np.allclose(ion_springs, g / h * np.sqrt(g * (g + 2 * h)) * decay**order,
                   rtol=1e-6, atol=1e-13)

# ---- Charges with the inertia of two electrons barely change the branch
pair_mass = 2 * mass
masses = np.diag([pair_mass] * N + [2.0] * N)
heavy = eigh(ring_matrix, masses, eigvals_only=True)[1:N]
adiabatic = np.linalg.eigvalsh(effective)[1:] / pair_mass
inertia_change = abs(np.sqrt(heavy / adiabatic) - 1).max()
assert inertia_change < 1e-4

# ---- Second-neighbour ion springs with the same slope and boundary: a hump
grid = np.linspace(0.001, np.pi, 4001)
K_elastic = weber_numeric(tiny, k0, g, h) / tiny**2
K_boundary = weber_numeric(np.pi, k0, g, h) / 4
weber_R = np.sqrt(K_boundary / K_elastic)
second = (K_elastic - K_boundary) / 4
two_shell = np.array([chain_matrix(1, [(0, 0, 1, K_boundary), (0, 0, 2, second)],
                                   p)[0, 0].real for p in grid])
hump = two_shell.max() / two_shell[-1]
assert abs(hump - 1 / (4 * weber_R**2 * (1 - weber_R**2))) < 1e-5
branch = np.array([weber_numeric(p, k0, g, h) for p in grid])
assert np.all(np.diff(branch) > 0)


# ---- Alternating chain with a charge on both the strong and the weak link
def alternating(phase, A, k, gs, gw, hh):
    springs = [(0, 1, 0, A), (1, 0, 1, k), (0, 2, 0, gs), (2, 1, 0, gs),
               (1, 3, 0, gw), (3, 0, 1, gw), (2, 3, 0, hh), (3, 2, 1, hh)]
    return np.linalg.eigvalsh(eliminate(chain_matrix(4, springs, phase), 2))[0]


alternating_rows = []
A, k, gs, gw = 4 * alpha, 0.0, 0.02, 0.02
for hh in (0.0, 0.002, 0.01, 0.04, 0.16):
    edge = alternating(np.pi, A, k, gs, gw, hh)
    stiff = 4 * alternating(tiny, A, k, gs, gw, hh) / tiny**2
    Ap, Bp = A + gs / 2, k + gw / 2
    edge_formula = 2 * Bp + gs * hh / (gs + hh)
    stiff_formula = 2 * (hh / 2 + Ap * Bp / (Ap + Bp)) 
    assert abs(edge / edge_formula - 1) < 1e-9
    assert abs(stiff / stiff_formula - 1) < 1e-4
    assert (edge < stiff) == (hh**2 / (gs + hh) > 2 * Bp**2 / (Ap + Bp))
    alternating_rows.append((hh, edge, stiff, np.sqrt(edge / stiff)))

# ---- Worked example
to_THz = 1 / (2 * np.pi * TIME) / 1e12
c_keating = repeat * np.sqrt(2 * alpha * beta / (alpha + beta) / mass)
c_weber = repeat * np.sqrt(K_elastic / pair_mass)
assert abs(c_keating / c_weber - 1) < 1e-5
w_keating = np.sqrt(keating_formula(np.pi, alpha, beta)[0] / mass)
w_weber = np.sqrt(weber_numeric(np.pi, k0, g, h) / pair_mass)
print(f"atomic mass {mass:.0f} m_e, pair mass {pair_mass:.0f} m_e, d = {repeat} bohr")
print(f"alpha = {alpha}, beta = {beta} Ha/bohr^2")
print(f"k0 = {k0}, g = {g}, h = {h} Ha/bohr^2")
print(f"sound velocity, Keating: {c_keating:.4e} a.u. = {c_keating*VELOCITY:.0f} m/s")
print(f"sound velocity, bond charges: {c_weber:.4e} a.u.")
print(f"boundary, Keating: {w_keating:.4e} a.u. = {w_keating*to_THz:.2f} THz")
print(f"boundary, bond charges: {w_weber:.4e} a.u. = {w_weber*to_THz:.2f} THz")
print(f"R Keating (from energy) = {keating_R:.3f}, R bond charges = {weber_R:.3f}")
print("qd/pi | omega Keating, omega bond charge (1e-4 a.u.) | v/u | energy share of h")
for x in (0.02, 0.25, 0.5, 0.75, 1.0):
    p = np.pi * x
    wk = np.sqrt(keating_formula(p, alpha, beta)[0] / mass)
    stiffness = weber_numeric(p, k0, g, h)
    ratio = charge_ratio(p, k0, g, h)
    share = 4 * h * np.sin(p / 2)**2 * ratio**2 / stiffness
    print(f"{x:.2f} | {wk*1e4:.3f}, {np.sqrt(stiffness/pair_mass)*1e4:.3f}"
          f" | {ratio:.3f} | {share:.3f}")
print("scan of h (Ha/bohr^2) | c (1e-3 a.u.) | omega_B (1e-4 a.u.) | R")
for hh in (0.0, 0.01, 0.02, 0.04):
    cc = repeat * np.sqrt(weber_numeric(tiny, k0, g, hh) / pair_mass) / tiny
    wb = np.sqrt(weber_numeric(np.pi, k0, g, hh) / pair_mass)
    print(f"{hh:.2f} | {cc*1e3:.3f} | {wb*1e4:.3f} | {wb*repeat/(2*cc):.3f}")
print(f"decay factor lambda = {decay:.4f}")
print("neighbour n | K_n (1e-3 Ha/bohr^2) | share n^2 K_n of elastic stiffness")
for n in range(1, 6):
    print(f"{n} | {ion_springs[n-1]*1e3:.3f} | {n*n*ion_springs[n-1]/K_elastic:.3f}")
print(f"second-neighbour fit: K1 = {K_boundary:.4f}, K2 = {second:.4f} Ha/bohr^2")
print(f"its peak frequency / boundary frequency = {np.sqrt(hump):.3f}"
      f" at qd/pi = {grid[two_shell.argmax()]/np.pi:.3f}")
print(f"largest relative frequency change, charge mass 2 m_e: {inertia_change:.1e}")
print(f"alternating chain: A = {A:.2f}, k = {k}, g_s = {gs}, g_w = {gw} Ha/bohr^2")
print("h | M omega_B^2 | 4 M c^2/d^2 (all Ha/bohr^2) | R")
for row in alternating_rows:
    print(f"{row[0]:.3f} | {row[1]:.4f} | {row[2]:.4f} | {row[3]:.3f}")
print("tests ok")
```

Running it gives:

```
atomic mass 50000 m_e, pair mass 100000 m_e, d = 5.0 bohr
alpha = 0.03, beta = 0.01 Ha/bohr^2
k0 = 0.0, g = 0.02, h = 0.02 Ha/bohr^2
sound velocity, Keating: 2.7386e-03 a.u. = 5991 m/s
sound velocity, bond charges: 2.7386e-03 a.u.
boundary, Keating: 1.2649e-03 a.u. = 8.32 THz
boundary, bond charges: 6.3246e-04 a.u. = 4.16 THz
R Keating (from energy) = 1.155, R bond charges = 0.577
qd/pi | omega Keating, omega bond charge (1e-4 a.u.) | v/u | energy share of h
0.02 | 0.344, 0.344 | 0.998 | 0.665
0.25 | 4.253, 3.687 | 0.715 | 0.440
0.50 | 8.186, 5.477 | 0.354 | 0.167
0.75 | 11.316, 6.151 | 0.141 | 0.036
1.00 | 12.649, 6.325 | 0.000 | 0.000
scan of h (Ha/bohr^2) | c (1e-3 a.u.) | omega_B (1e-4 a.u.) | R
0.00 | 1.581 | 6.325 | 1.000
0.01 | 2.236 | 6.325 | 0.707
0.02 | 2.739 | 6.325 | 0.577
0.04 | 3.536 | 6.325 | 0.447
decay factor lambda = 0.2679
neighbour n | K_n (1e-3 Ha/bohr^2) | share n^2 K_n of elastic stiffness
1 | 9.282 | 0.309
2 | 2.487 | 0.332
3 | 0.666 | 0.200
4 | 0.179 | 0.095
5 | 0.048 | 0.040
second-neighbour fit: K1 = 0.0100, K2 = 0.0050 Ha/bohr^2
its peak frequency / boundary frequency = 1.061 at qd/pi = 0.667
largest relative frequency change, charge mass 2 m_e: 9.7e-06
alternating chain: A = 0.12, k = 0.0, g_s = 0.02, g_w = 0.02 Ha/bohr^2
h | M omega_B^2 | 4 M c^2/d^2 (all Ha/bohr^2) | R
0.000 | 0.0200 | 0.0186 | 1.038
0.002 | 0.0218 | 0.0206 | 1.030
0.010 | 0.0267 | 0.0286 | 0.966
0.040 | 0.0333 | 0.0586 | 0.754
0.160 | 0.0378 | 0.1786 | 0.460
tests ok
```
